# Gap Shrinkage and Coulomb Enhancement in the Hartree-Fock Semiconductor Bloch Equations, part 2

A light field drives a direct-gap semiconductor with one conduction and one valence band, treated in unscreened Hartree-Fock theory. Part (e) asks what the renormalised drive does to absorption.

For each spin, $P_{\mathbf k}$ is the interband polarisation, $f_e$ and $f_h$ are the electron and hole occupations, and $F_{\mathbf k}=1-f_e-f_h$ is negative for an inverted pair of states. The external drive $\mathcal E$ is the interband dipole $d$ times the field. The earlier parts gave

$$
i\dot P_{\mathbf k}=e_{\mathbf k}P_{\mathbf k}-F_{\mathbf k}\Omega_{\mathbf k},\qquad
\Omega_{\mathbf k}=\mathcal E+(VP)_{\mathbf k},\qquad
e_{\mathbf k}=\frac{k^2}{2}-[V(f_e+f_h)]_{\mathbf k}.
$$

Here $(VP)_{\mathbf k}=\sum_{\mathbf q}V_{\mathbf k-\mathbf q}P_{\mathbf q}$, with $V_q=4\pi/q^2$ and $\sum_{\mathbf q}\to\int d^3q/(2\pi)^3$. On the momentum grid, $V$ is symmetric and positive definite, with positive entries.

Part (b) found a cancellation. With the full-valence-band exchange written out, the interaction's contribution to $i\,d(\sum_{\mathbf k}P_{\mathbf k})/dt$ vanishes:

$$
\sum_{\mathbf k\mathbf q}V_{\mathbf k-\mathbf q}\left(P_{\mathbf k}F_{\mathbf q}-F_{\mathbf k}P_{\mathbf q}\right)=0.
$$

In effective atomic units, $\hbar$, the reduced mass $m_r$ and $e^2/(4\pi\varepsilon_0\epsilon)$ are one; energies are in Eh* and lengths in $a^*$. Pair and photon energies are measured from $E_g$, the gap without carriers. Exchange moves the band edge to $\delta E_g<0$. For a dilute plasma with density $n$ of each species and temperature $T$ in energy units, $\delta E_g\simeq-2\pi n/T$.

In quasi-equilibrium, each species of mass $m$ has its own chemical potential $\nu$:

$$
f_k=\frac{1}{e^{(\varepsilon_k-\nu)/T}+1},\qquad
\varepsilon_k=\frac{k^2}{2m}-(Vf)_k.
$$

The "stability" column in the numerical output is the larger, over the two species, of the largest eigenvalue of $D^{1/2}VD^{1/2}$, with $D=f(1-f)/T$.

The model of part (d) has masses of 0.1 and 0.4 electron masses, $\epsilon=12$ and $T=2$ Eh*, with 1 Eh* = 15.12 meV. At $n=2\,a^{*-3}$, $\delta E_g=-3.480$ Eh*.

**Problem.** A weak field $\mathcal E e^{-i\omega t}$ probes a plasma with fixed occupations. Add a dephasing rate $\gamma$ to the polarisation and express the absorption through $\Omega_{\mathbf k}$. To first order in $V$, which states strengthen the drive?

**Solution.** Dephasing replaces $e_{\mathbf k}$ by $e_{\mathbf k}-i\gamma$ in the equation for $P$. This is a phenomenological step, standing in for the collisions that the mean field omits. With $P\propto e^{-i\omega t}$,

$$
(e_{\mathbf k}-\omega-i\gamma)P_{\mathbf k}=F_{\mathbf k}\Omega_{\mathbf k}.
$$

Define $\chi=\sum_{\mathbf k}P_{\mathbf k}/\mathcal E$ per unit volume and per spin, with $|d|^2$ factored out. Positive $\mathrm{Im}\,\chi$ means absorption, and negative means gain. Insert $\mathcal E=\Omega-VP$:

$$
\sum_{\mathbf k}\mathcal E^*P_{\mathbf k}
=\sum_{\mathbf k}\Omega^*_{\mathbf k}P_{\mathbf k}-\sum_{\mathbf k\mathbf q}P^*_{\mathbf q}V_{\mathbf q-\mathbf k}P_{\mathbf k}.
$$

The last sum is real because $V$ is Hermitian. In the first, $P=F\Omega/(e-\omega-i\gamma)$. The imaginary part is therefore

$$
\boxed{\,\mathrm{Im}\,\chi=\sum_{\mathbf k}F_{\mathbf k}\left|\frac{\Omega_{\mathbf k}}{\mathcal E}\right|^2
\frac{\gamma}{(e_{\mathbf k}-\omega)^2+\gamma^2}\,}
$$

with the same normalisation per volume. Without the Rabi renormalisation, the squared ratio would be one. The Coulomb enhancement factor of a transition is thus $|\Omega_{\mathbf k}/\mathcal E|^2$. For small $\gamma$ and smoothly varying $\Omega$, the Lorentzian selects the resonant shell $e_{\mathbf k}=\omega$. At a bound exciton this shell picture fails, because $\Omega$ itself becomes resonant.

To first order in $V$, and away from resonance,

$$
\frac{\Omega_{\mathbf k}}{\mathcal E}\simeq1+\sum_{\mathbf q}V_{\mathbf k-\mathbf q}\frac{F_{\mathbf q}}{e_{\mathbf q}-\omega}.
$$

Uninverted states above the photon energy strengthen the drive, and so do inverted states below it. Inverted states above the photon energy weaken it. A positive Coulomb potential alone therefore does not guarantee enhancement.

### (f) Enhancement and its reversal when $F$ is constant

**Problem.** Let $F$ be the same for all $k$ and let $e_k=k^2/2$. Find the spectrum for either sign of $F$.

**Solution.** Define $P(\mathbf r)=\int d^3k\,e^{i\mathbf k\cdot\mathbf r}P_{\mathbf k}/(2\pi)^3$. Convolution with $4\pi/q^2$ becomes multiplication by $1/r$, and the constant drive becomes a delta function:

$$
\left(-\frac{\nabla^2}{2}-\frac Fr-\omega-i\gamma\right)P(\mathbf r)=F\mathcal E\,\delta(\mathbf r).
$$

This is a Coulomb problem of strength $F$, attractive for $F>0$ and repulsive for $F<0$. Expansion in its normalised eigenstates $\psi_j$ with energies $E_j$ gives

$$
\mathrm{Im}\,\chi=F\sum_j|\psi_j(0)|^2\frac{\gamma}{(E_j-\omega)^2+\gamma^2}.
$$

For $F>0$ there are bound states. Hydrogen with nuclear charge $F$ has $E_n=-F^2/2n^2$ and, for its $s$ states, $|\psi_n(0)|^2=F^3/\pi n^3$.

For the continuum we need $|\psi(0)|^2$ relative to a free wave. The $s$-wave function $w(r)$ obeys

$$
rw''+2w'+(k^2r+2F)w=0 .
$$

Try $w=\int_{-1}^1e^{ikrt}g(t)\,dt$. The terms proportional to $r$ contain

$$
k^2r(1-t^2)e^{ikrt}=-ik(1-t^2)\,\partial_te^{ikrt}.
$$

An integration by parts, with $(1-t^2)g=0$ at the ends, leads to

$$
ik\,[(1-t^2)g]'+(2ikt+2F)g=0 .
$$

The terms in $tg$ cancel, leaving $(1-t^2)g'=2i\eta g$ with $\eta=F/k$. Hence

$$
g(t)=\left(\frac{1+t}{1-t}\right)^{i\eta}.
$$

At the origin, put $t=\tanh y$:

$$
w(0)=\int_{-\infty}^{\infty}\frac{e^{2i\eta y}}{\cosh^2y}\,dy=\frac{2\pi\eta}{\sinh\pi\eta}.
$$

This integral, call it $I$, follows by shifting the contour by $i\pi$, which multiplies the integrand by $e^{-2\pi\eta}$. The enclosed double pole at $y=i\pi/2$ has residue $-2i\eta e^{-\pi\eta}$, so $I(1-e^{-2\pi\eta})=4\pi\eta e^{-\pi\eta}$.

At large $r$ the end points dominate. Near $t=1$, with $s=1-t$, the contribution is

$$
e^{ikr}\int_0^\infty e^{-ikrs}\left(\frac2s\right)^{i\eta}ds
=e^{ikr}2^{i\eta}\Gamma(1-i\eta)(ikr)^{-1+i\eta}.
$$

Its modulus is $|\Gamma(1-i\eta)|e^{-\pi\eta/2}/kr$. The other end gives the complex conjugate, so $w$ is a standing wave of amplitude $2|\Gamma(1-i\eta)|e^{-\pi\eta/2}/kr$. The free function $2\sin(kr)/kr$ has amplitude $2/kr$ and the value 2 at the origin.

Continuum states are normalised by their distant amplitude. The density at the origin relative to the free wave is therefore

$$
S(\eta)=\frac{(\pi\eta/\sinh\pi\eta)^2}{|\Gamma(1-i\eta)|^2e^{-\pi\eta}}
=\frac{\pi\eta\,e^{\pi\eta}}{\sinh\pi\eta}
=\frac{2\pi\eta}{1-e^{-2\pi\eta}},
$$

where $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$ was used. This is the Sommerfeld factor. The continuum contribution is

$$
F\int_0^\infty\frac{k^2dk}{2\pi^2}\,S(F/k)\,\frac{\gamma}{(k^2/2-\omega)^2+\gamma^2}.
$$

For positive $z$ one has $1-e^{-z}<z$ and $e^z-1>z$. Thus $S>1$ for $F>0$ and $S<1$ for $F<0$. At the edge, $k\to0$, the first case gives $S\to2\pi F/k$. The second gives $S\to(2\pi|F|/k)e^{-2\pi|F|/k}$, an exponential suppression.

The case $F=1$ is the empty crystal. The numerical ground exciton lies at $-0.4999$ Eh*, against the analytic $-1/2$. With $\gamma=0.2$ Eh*, the Rabi renormalisation multiplies the absorption by 6.09 at $\omega=0.5$ Eh* in the analytic spectrum; the momentum mesh, which ends at $k=600/a^*$, gives 6.07.

For $F=-0.4$ at the same photon energy, it multiplies the gain by 0.33. The Bloch equations and the broadened analytic spectra agree within about 1% in all five cases computed. Uniform inversion at every $k$ is artificial, but it isolates the mechanism: population inversion changes the sign of the effective electron-hole attraction.

### (g) Enhancement at transparency

**Problem.** Let both species be in quasi-equilibrium in their Hartree-Fock energies, and let $\mu$ be the sum of their chemical potentials. Show where $F$ changes sign. Find a condition that guarantees Coulomb enhancement at $\omega=\mu$, and determine where there can be gain when $\gamma\to0$.

**Solution.** A Fermi distribution obeys $f/(1-f)=e^{-(\varepsilon-\nu)/T}$. The two carrier energies add to $e_k$, so

$$
F=(1-f_e)(1-f_h)-f_ef_h
=(1-f_e)(1-f_h)\left[1-e^{-(e_k-\mu)/T}\right].
$$

Hence $F$ has the sign of $e_k-\mu$. The plasma is inverted between the band edge and $\mu$, provided $\mu$ lies above the edge. The ratio

$$
K_k=\frac{e_k-\mu}{F_k}
$$

is positive everywhere. On the shell $e_k=\mu$ it has the finite limit $T/[(1-f_e)(1-f_h)]$.

At $\omega=\mu$ the response equation reads

$$
P_k=\frac{F_k}{e_k-\mu-i\gamma}\,\Omega_k
=\frac{1}{K_k}\,\frac{e_k-\mu}{e_k-\mu-i\gamma}\,\Omega_k .
$$

The middle factor is bounded by one and tends to one off the shell. No delta function remains as $\gamma\to0$, and

$$
KP=\mathcal E+VP\quad\Longrightarrow\quad (K-V)P=\mathcal E\,\mathbf 1 .
$$

Suppose $K-V$ is positive definite. Write $B=K^{-1/2}VK^{-1/2}$. Then $1-B$ is positive definite too, and since $V$ is positive definite, the eigenvalues of $B$ lie between zero and one. On the momentum grid the expansion

$$
(K-V)^{-1}=K^{-1/2}\Big(\sum_{j=0}^{\infty}B^j\Big)K^{-1/2}
$$

converges, and all its entries are positive. For real positive $\mathcal E$ it follows that $P_k>0$, and therefore

$$
\boxed{\,\Omega_k=\mathcal E+(VP)_k>\mathcal E\quad\text{for every }k\text{ at }\omega=\mu\,}
$$

At $\omega=\mu$ the on-shell $F$ vanishes, so there is nothing to amplify or absorb on that shell. Where the response is continuous in $\omega$, however, the enhancement extends to both sides. It then strengthens the gain just below $\mu$ as well as the absorption just above.

The first-order formula in (e) shows the reason. At $\omega=\mu$, the inverted states lie below the photon energy and the uninverted states above it. All contributions are positive.

The same condition fixes the sign of the spectrum. Let $Q=K-V$ and $S_Q=Q^{1/2}FQ^{1/2}$, which is real and symmetric. Since $e-\mu=FK$, the response matrix $M=e-FV$ satisfies

$$
M-\mu=FQ=Q^{-1/2}S_QQ^{1/2},\qquad F=Q^{-1/2}S_QQ^{-1/2}.
$$

Its eigenvalues $\lambda_j$ are therefore real, and $\lambda_j-\mu$ are the eigenvalues of $S_Q$. Let $y_j$ be the orthonormal eigenvectors of $S_Q$. Solving $(M-\omega-i\gamma)P=F\mathcal E\mathbf 1$ gives

$$
\chi=\sum_j\frac{(\lambda_j-\mu)\,|y_j^{T}Q^{-1/2}\mathbf 1|^2}{\lambda_j-\omega-i\gamma},
$$

again per unit volume. Poles below $\mu$ have negative weight and poles above have positive weight. As $\gamma\to0$, gain can therefore occur only below $\mu$, and absorption only above it. If $\mu$ lies below the band edge, $F$ is positive everywhere, $S_Q$ has no negative eigenvalue, and there is no gain. A finite Lorentzian width mixes the tails of the two groups and blurs the crossing.

If the lowest eigenvalue of $K-V$ fell to zero, $(K-V)P=0$ would have a solution without any light. The normal plasma would then become unstable towards spontaneous electron-hole pairing. The guarantee stops there.

### (h) Gain in the model plasma

**Problem.** For the model of part (d), take $n=2\,a^{*-3}$ and $\gamma=0.2$ Eh*. Does the Rabi renormalisation enhance the gain throughout the inverted region?

**Solution.** The transparency energy $\mu$ lies 6.18 Eh* above the shifted edge, or $6.18\times15.12\approx93$ meV. The lowest eigenvalue of $K-V$ is 6.77 Eh*, so the condition of part (g) holds. At transparency and for $\gamma\to0$, the resonant shell has $\Omega/\mathcal E=1.93$, and its enhancement factor is $1.93^2\approx3.7$.

With finite dephasing, the factor on the resonant shell and the spectrum are as follows. "Bare" means $\Omega=\mathcal E$ with the same $e_k$ and occupations. The last two columns are $\mathrm{Im}\,\chi$ in $1/(\text{Eh*}\,a^{*3})$, and negative values mean gain. The momentum mesh ends at $k=600/a^*$. The states beyond it add about $4/(600\pi)\approx0.002$ to $\Omega/\mathcal E$, so the factors and the "full" column are about 0.4% too small in magnitude: without the cutoff 3.49 becomes 3.50, 3.82 becomes 3.83, and the peak gain 0.1467 quoted below becomes 0.1473.

| $\omega-\delta E_g$ (Eh*) | $F$ | $\lvert\Omega/\mathcal E\rvert^2$ | full | bare |
|---:|---:|---:|---:|---:|
| 0 | −0.413 | 0.52 | 0.001 | −0.009 |
| 1.55 | −0.343 | 1.48 | −0.090 | −0.059 |
| 3.09 | −0.257 | 2.20 | −0.144 | −0.062 |
| 4.64 | −0.145 | 2.87 | −0.119 | −0.037 |
| 6.18 | 0.000 | 3.49 | 0.039 | 0.015 |
| 7.73 | 0.173 | 3.82 | 0.355 | 0.095 |

The answer is no. At the three interior points of the inverted region the gain is enhanced, but at the edge the factor is 0.52. There, all inverted states lie at or above the photon energy. To first order in $V$, they are the states that reduce the real part of $\Omega/\mathcal E$, while the uninverted states above $\mu$ increase it. The full solution shows that the reduction wins at this point.

The small positive absorption at the edge is an effect of finite $\gamma$, since part (g) excludes absorption below $\mu$ when $\gamma\to0$. The same holds for the nonzero absorption at $\omega=\mu$. A Lorentzian falls off slowly, and the absorbing states above $\mu$ are numerous. Near these crossings the ratio of the last two columns is therefore not a useful enhancement factor.

The peak gain is 0.147 in the units of the table, compared with 0.064 without the Rabi renormalisation. The ratio is

$$
\frac{0.1467}{0.0638}\approx2.3 .
$$

The peak also moves from about 2.45 to about 3.49 Eh* above the edge, or from about 37 to 53 meV. This direction agrees with the table, where the enhancement factor grows with photon energy across the inverted region. Measured from $E_g$, the full peak lies near $-3.48+3.49\approx0$. In this example the exchange shift of the edge and the height of the peak above it nearly cancel. How closely depends on the dephasing: the peak lies about 0.08 Eh* above $E_g$ for $\gamma=0.1$ Eh* and about 0.14 Eh* below it for $\gamma=0.4$ Eh*, while the ratio of peak gains stays near 2.3.

The bare curve is a diagnostic and not a consistent approximation. It retains the diagonal exchange and discards the off-diagonal exchange, which breaks the cancellation found in part (b). Its use is to separate the two effects: diagonal exchange shifts the energies $e_k$, and the renormalised Rabi frequency changes the strength of the transitions in this continuum. Where bound excitons exist, as for $F=1$ in part (f), the Rabi renormalisation also moves the resonances.

The factor 2.3 belongs to unscreened Hartree-Fock theory with constant dephasing. A screened interaction would change both the gap and the enhancement, and collisions would make the dephasing depend on frequency, so that the line shape would no longer be Lorentzian. The numerical output below gives the remaining digits and the parameters of each comparison.

## Numbers as computed

```
Energies in effective hartree (Eh*), lengths in effective bohr (a*)
Fock-space check, largest rate error: 1.1e-16 (ring-model units)
masses: electron 0.1, hole 0.4, reduced 0.080 electron masses
scaled masses: electron 1.250, hole 5.000 reduced masses
dielectric constant 12 (dimensionless)
1 Eh* = 15.117 meV; 1 a*^-3 = 2.000e+18 cm^-3
temperature 2.0 Eh* = 350.9 K; dephasing gamma 0.2 Eh*
lowest exciton, no carriers: -0.4999 Eh*
Constant F: absorption per spin and |d|^2, in 1/(Eh* a*^3)
F | omega (Eh*) | Bloch | Sommerfeld | ratio to no Rabi renormalisation
  1.0  -0.50    1.7777    1.7852   57.038
  1.0   0.50    0.9836    0.9878    6.067
  1.0   2.00    1.0313    1.0357    3.237
 -0.4   0.50   -0.0212   -0.0211    0.326
 -0.4   2.00   -0.0662   -0.0660    0.519
Gap shrinkage: n (a*^-3) | shift (Eh*) | mu minus edge (Eh*) | stability
 0.001   -0.00314  -29.0298   0.0008
 0.250   -0.72227   -6.1845   0.1368
 0.500   -1.31344   -2.7173   0.1897
 1.000   -2.21475    1.2828   0.2170
 2.000   -3.47968    6.1844   0.2798
dilute formula at n = 0.001: -0.00314 Eh*
highest density: 3.999e+18 cm^-3
gap shift there: -52.60 meV
lowest eigenvalue of K - V: 6.7713 Eh*
shell at transparency: k = 3.2043 1/a*
Omega/dE there, gamma -> 0: 1.9265
enhancement |Omega/dE|^2 there: 3.7114
Spectrum at highest density, gamma as above; absorption in 1/(Eh* a*^3)
omega-edge (Eh*) | F | |Omega/dE|^2 | absorption | without Rabi renorm.
  0.0000  -0.4130   0.5180    0.0011   -0.0087
  1.5461  -0.3434   1.4830   -0.0901   -0.0586
  3.0922  -0.2569   2.1995   -0.1440   -0.0615
  4.6383  -0.1445   2.8659   -0.1185   -0.0369
  6.1844   0.0000   3.4857    0.0393    0.0152
  7.7305   0.1729   3.8176    0.3549    0.0950
peak gain, full: 0.1467 1/(Eh* a*^3)
  at omega - edge = 3.482 Eh*
peak gain, no Rabi renorm.: 0.0638 1/(Eh* a*^3)
  at omega - edge = 2.457 Eh*
ratio of peak gains: 2.2983
```
